Lanczos polynomials: least norm and strict interlacing of Ritz values

**Q:** I am told that the characteristic polynomial of the Lanczos tridiagonal matrix makes ‖p(A)v‖ as small as a monic polynomial can. But if v is an eigenvector of A, the process stops after one step. For which degrees is the claim meant?

**A:** For degrees up to the grade of v. Let A be an n×n Hermitian matrix and v a vector of norm 1. The grade m is the smallest degree of a nonzero polynomial p with p(A)v = 0. It exists and is at most n, because the n+1 vectors v, Av, …, Aⁿv are linearly dependent. An eigenvector has m = 1.

Define the Krylov space

K_k = span{v, Av, …, A^(k−1)v} = {q(A)v : deg q < k}.

For k ≤ m the k vectors listed are independent: a nontrivial relation among them would be a nonzero polynomial of degree below m that annihilates v. So K_k has dimension k. For the same reason, q(A)v = 0 with deg q < m forces q = 0. Finally, A^m v lies in K_m by the definition of m, so A maps K_m into itself.

**Q:** An orthonormal basis of K_k should require orthogonalizing each new vector against all earlier ones. Why would the matrix be tridiagonal?

**A:** Because A is Hermitian. Let ⟨x,y⟩ be the inner product, linear in y. Start with v_1 = v and β_0 = 0, and define for j = 1, 2, …

α_j = ⟨v_j, A v_j⟩,
w_j = A v_j − α_j v_j − β_{j−1} v_{j−1},
β_j = ‖w_j‖, v_{j+1} = w_j/β_j if β_j > 0.

The term with v_0 is absent. Suppose that v_1, …, v_j are orthonormal and that the first i of them span K_i for each i ≤ j. Then w_j is orthogonal to all of them, in three cases.

First, ⟨v_j, w_j⟩ = α_j − α_j = 0.

Second, for j > 1, Hermiticity moves A to the left:

⟨v_{j−1}, w_j⟩ = ⟨A v_{j−1}, v_j⟩ − β_{j−1}.

The previous step says A v_{j−1} = β_{j−2}v_{j−2} + α_{j−1}v_{j−1} + β_{j−1}v_j, so the first term is β_{j−1} and the difference vanishes.

Third, for i < j−1, ⟨v_i, w_j⟩ = ⟨A v_i, v_j⟩ = 0, because A v_i lies in K_{i+1}, which is spanned by v_1, …, v_{i+1}, and i+1 < j.

**Q:** Could β_j vanish before step m?

**A:** No. Each step multiplies by A and divides by β, so v_j is a polynomial in A of degree j−1 applied to v, with leading coefficient 1/(β_1⋯β_{j−1}). Hence w_j = q(A)v with q of degree j. If j < m, such a vector cannot be zero, so β_j > 0. The new v_{j+1} lies in K_{j+1}, and v_1, …, v_{j+1} are j+1 orthonormal vectors in a space of that dimension, so they span it and the induction continues.

At j = m, w_m lies in K_m and is orthogonal to a basis of K_m. It is therefore zero, and β_m = 0.

The relation

A v_j = β_{j−1}v_{j−1} + α_j v_j + β_j v_{j+1}

shows that the matrix T_k with elements ⟨v_i, A v_j⟩, i, j ≤ k, is real, symmetric and tridiagonal. Its diagonal is α_1, …, α_k and its off-diagonal is β_1, …, β_{k−1}. Its eigenvalues are the Ritz values of step k.

**Q:** Its characteristic polynomial is a determinant of k×k numbers. Why should it know anything about p(A)v in the full space?

**A:** It obeys the same recurrence as the vectors. Let χ_k(x) = det(xI − T_k) and χ_0 = 1, so that χ_1 = x − α_1. Expand χ_{k+1} along its last row, which contains −β_k in column k and x − α_{k+1} in column k+1.

The second entry contributes (x − α_{k+1})χ_k. The first has cofactor sign (−1)^(2k+1) = −1. Its minor has a last column whose one nonzero entry is −β_k, in the bottom corner, so the minor equals −β_k χ_{k−1}. The contribution is (−β_k)(−1)(−β_k χ_{k−1}) = −β_k² χ_{k−1}. Therefore

χ_{k+1} = (x − α_{k+1})χ_k − β_k² χ_{k−1}.

Now write B_k = β_1⋯β_k with B_0 = 1. I claim that

χ_k(A)v = B_k v_{k+1} for k < m, and χ_m(A)v = 0.

For k = 0 this reads v = v_1. For k = 1, χ_1(A)v = (A − α_1)v_1 = w_1, which is β_1v_2 if m > 1 and zero if m = 1. If the claim holds for k−1 and k, with 1 ≤ k < m, then

χ_{k+1}(A)v = (A − α_{k+1})B_k v_{k+1} − β_k² B_{k−1}v_k
= B_k[A v_{k+1} − α_{k+1}v_{k+1} − β_k v_k]
= B_k w_{k+1}.

The second line uses β_k B_{k−1} = B_k. If k+1 < m, then w_{k+1} = β_{k+1}v_{k+2} and the result is B_{k+1}v_{k+2}. If k+1 = m, it is zero.

**Q:** That gives the norm of one particular vector. Why can no other monic polynomial do better?

**A:** Any monic p of degree k ≤ m is p = χ_k + q with deg q < k, since the leading terms cancel in the difference. The vector q(A)v lies in K_k. The vector χ_k(A)v is a multiple of v_{k+1}, or zero when k = m, so it is orthogonal to K_k. The cross terms vanish and

‖p(A)v‖² = (β_1⋯β_k)² + ‖q(A)v‖².

The minimum of ‖p(A)v‖ is β_1⋯β_k, reached when q(A)v = 0. Since deg q < k ≤ m, that means q = 0. So χ_k is the unique minimizer for 1 ≤ k ≤ m, even if complex coefficients are admitted. If v has a norm other than 1, every norm is multiplied by ‖v‖ and the minimizer is unchanged.

**Q:** What does the minimization mean for the spectrum?

**A:** Expand v = Σ c_i u_i in orthonormal eigenvectors with A u_i = λ_i u_i. Then

‖p(A)v‖² = Σ |c_i|² |p(λ_i)|².

The Ritz values are the zeros of the monic polynomial that is smallest on the spectrum in the least-squares sense, with weights |c_i|². Eigenvalues that v does not touch have no influence.

The sum vanishes if and only if p vanishes at every λ_i with c_i ≠ 0. Thus m is the number of distinct eigenvalues touched by v, and χ_m is the product of x − λ over them. At step m the Ritz values are these eigenvalues.

**Q:** Show me a case I can follow by hand.

**A:** Take a tight-binding ring of six sites |0⟩, …, |5⟩. The on-site energies alternate 0, 1, 0, 1, 0, 1, and the matrix element between neighbours is −1, all in units of the hopping strength t. Start with v_1 = |0⟩.

A v_1 = −|1⟩ − |5⟩, so α_1 = 0, β_1 = √2, v_2 = −(|1⟩ + |5⟩)/√2.

A v_2 = v_2 + √2 v_1 + (|2⟩ + |4⟩)/√2, so α_2 = 1, β_2 = 1, v_3 = (|2⟩ + |4⟩)/√2.

A v_3 = −(|1⟩ + |5⟩)/√2 − √2|3⟩ = v_2 + √2 v_4, so α_3 = 0, β_3 = √2, v_4 = −|3⟩.

A v_4 = −|3⟩ + |2⟩ + |4⟩ = v_4 + √2 v_3, so α_4 = 1, β_4 = 0.

The process ends with m = 4. The recurrence gives

χ_1 = x
χ_2 = (x − 1)x − 2 = x² − x − 2
χ_3 = x(x² − x − 2) − x = x³ − x² − 3x
χ_4 = (x − 1)(x³ − x² − 3x) − 2(x² − x − 2) = x⁴ − 2x³ − 4x² + 5x + 4.

The minimum norms for k = 1, 2, 3, 4 are √2, √2, 2 and 0, in units of t^k. The plain powers x^k give 1.414, 2.828, 6.481 and 15.811. Norms at different k carry different powers of energy, so the rise from √2 to 2 does not mean that the third step is worse than the second.

For the competitor x², the difference is q = x² − χ_2 = x + 2. Then q(A)v = 2|0⟩ − |1⟩ − |5⟩ has squared norm 4 + 1 + 1 = 6, while χ_2(A)v = √2 v_3 has squared norm 2. Their sum is 8, the squared norm of A²v.

**Q:** The ring has six eigenvalues. You found a polynomial with four zeros.

**A:** Two eigenvalues are double. With y = x² − x,

χ_4 = y² − 5y + 4 = (y − 4)(y − 1),

so its zeros are (1 ± √17)/2 and (1 ± √5)/2, that is −1.562, 2.562, −0.618 and 1.618. Diagonalizing A gives the same four values, with −0.618 and 1.618 each occurring twice. Within a degenerate eigenspace, v has a single projection, and Lanczos sees that one direction. Here the missing states are odd under the reflection that fixes site 0, so they have no amplitude on the starting site.

**Q:** Now the interlacing. T_k is a leading block of T_{k+1}, and for a Hermitian matrix that gives interlacing with ≤. Where would a strict sign come from?

**A:** From β_j > 0. Consider for 0 ≤ k < m the combination

W_k = χ'_{k+1}χ_k − χ'_kχ_{k+1},

where the prime is d/dx. For k = 0, χ'_1 = 1 and χ'_0 = 0, so W_0 = 1. For k ≥ 1, differentiate the recurrence:

χ'_{k+1} = χ_k + (x − α_{k+1})χ'_k − β_k² χ'_{k−1}.

Insert this and the recurrence itself:

W_k = χ_k² + (x − α_{k+1})χ'_kχ_k − β_k² χ'_{k−1}χ_k
− (x − α_{k+1})χ'_kχ_k + β_k² χ'_kχ_{k−1}.

The two terms with x − α_{k+1} cancel. What remains is

W_k = χ_k² + β_k²(χ'_kχ_{k−1} − χ'_{k−1}χ_k) = χ_k² + β_k² W_{k−1}.

Repeated use down to W_0 = 1 gives

W_k = χ_k² + β_k²χ_{k−1}² + β_k²β_{k−1}²χ_{k−2}² + … + β_k²⋯β_1².

For real x every term is nonnegative and the last is positive, so W_k ≥ (β_1⋯β_k)² > 0.

**Q:** A positive combination of derivatives is not yet a statement about zeros.

**A:** Take 1 ≤ k < m. All zeros of χ_{k+1} are real, because T_{k+1} is real and symmetric. They are simple, because at a multiple zero both χ_{k+1} and χ'_{k+1} would vanish, giving W_k = 0. Call them θ_1 < θ_2 < … < θ_{k+1}. At each of them the second term of W_k drops out, so

χ'_{k+1}(θ_i) χ_k(θ_i) = W_k(θ_i) > 0.

The slope of a polynomial alternates in sign from one simple zero to the next. Hence χ_k also alternates in sign along the θ_i, and it is nonzero at each of them. By continuity it has a zero inside each of the k open gaps. Its degree is k, so each gap holds one zero and none are left over. With the step written as a superscript,

θ_1^(k+1) < θ_1^(k) < θ_2^(k+1) < … < θ_k^(k) < θ_{k+1}^(k+1).

In the ring, the Ritz values in units of t are

step 1: 0
step 2: −1, 2
step 3: −1.303, 0, 2.303
step 4: −1.562, −0.618, 1.618, 2.562.

At the four zeros of χ_4, in increasing order, χ_3 takes the values −1.562, 1.236, −3.236 and 2.562 (in t³), with the alternating signs that the proof requires. The numerical check checks the minimization by least squares in the power basis, and the interlacing by diagonalization, for this ring and for 20 random Hermitian matrices.

**Q:** The value 0 appears at step 1 and again at step 3. Isn't that a counterexample?

**A:** No, the theorem compares consecutive steps. Let θ be a zero of χ_k. The recurrence two steps on gives

χ_{k+2}(θ) = (θ − α_{k+2})χ_{k+1}(θ),

since the term with χ_k(θ) vanishes. Strict interlacing says χ_{k+1}(θ) ≠ 0. So, for k+2 ≤ m, a Ritz value of step k returns at step k+2 if and only if it equals α_{k+2}. In the ring, θ = 0 = α_3.

**Q:** What happens if I continue past step m with some new vector?

**A:** Strictness and uniqueness are lost. Suppose m < n and let u be a unit vector orthogonal to K_m. Since A maps K_m into itself, ⟨u, A v_j⟩ = 0 for all j ≤ m, so the enlarged matrix is T_m plus a separate diagonal element a = ⟨u, A u⟩. Its characteristic polynomial is (x − a)χ_m, so every Ritz value of step m reappears unchanged at step m+1, and the interlacing holds only with ≤. This polynomial still reaches the minimum ‖p(A)v‖ = 0, because χ_m(A)v = 0.

For the ring, u = (|1⟩ − |5⟩)/√2 gives a = 1, and the five values are −1.562, −0.618, 1, 1.618 and 2.562. The minimizer is no longer unique: (x − c)χ_4 is monic of degree 5 and annihilates v for every c.

**Q:** Before that point, does strictness guarantee a useful distance between successive Ritz values?

**A:** No. Take the 2×2 matrix with diagonal 0, 1 and off-diagonal δ > 0, again in units of t, and start on the first site. Then χ_1 = x and χ_2 = x(x − 1) − δ². The lower zero of χ_2 lies below 0 by

[√(1 + 4δ²) − 1]/2 = 2δ²/[√(1 + 4δ²) + 1],

where numerator and denominator were multiplied by √(1 + 4δ²) + 1. For small δ this is close to δ². It is 9.90 × 10⁻³ for δ = 0.1 and 9.999 × 10⁻⁵ for δ = 0.01. The gap is positive for every δ > 0, but it has no positive lower bound common to all of them. In second-order perturbation theory, δ² is the downward shift of the first level due to a level one unit above it.

**Q:** And in floating-point arithmetic, where the v_j lose orthogonality?

**A:** The two results then stand differently. The proof of interlacing used real α_j and positive β_j and nothing else about A. It therefore holds for the exact eigenvalues of whatever tridiagonal matrices the computation produces, provided the stored β_j are positive, although a tiny gap may not survive the rounding of computed eigenvalues. The minimization needs more: the vector recurrence and the orthogonality of v_{k+1} to K_k. When rounding spoils these, the proof no longer shows that χ_k is the minimizer for the given A and v.

Table of computed values

```
random Hermitian matrices tested: 20, dimension 7
ring site energies (t): 0.0  1.0  0.0  1.0  0.0  1.0
ring hopping element (t): -1.0
all eigenvalues of A (t): -1.561553  -0.618034  -0.618034  1.618034  1.618034  2.561553
grade m of the start vector: 4
alpha_1..alpha_4 (t): 0.000000  1.000000  0.000000  1.000000
beta_1..beta_4 (t): 1.414214  1.000000  1.414214  0.000000
chi_1 coefficients, highest power first (powers of t): 1.0000  0.0000
chi_2 coefficients, highest power first (powers of t): 1.0000  -1.0000  -2.0000
chi_3 coefficients, highest power first (powers of t): 1.0000  -1.0000  -3.0000  0.0000
chi_4 coefficients, highest power first (powers of t): 1.0000  -2.0000  -4.0000  5.0000  4.0000
k=1: minimum norm 1.414214, norm of A^k v 1.414214 (t^1)
k=2: minimum norm 1.414214, norm of A^k v 2.828427 (t^2)
k=3: minimum norm 2.000000, norm of A^k v 6.480741 (t^3)
k=4: minimum norm 0.000000, norm of A^k v 15.811388 (t^4)
Ritz values, step 1 (t): 0.000000
Ritz values, step 2 (t): -1.000000  2.000000
Ritz values, step 3 (t): -1.302776  0.000000  2.302776
Ritz values, step 4 (t): -1.561553  -0.618034  1.618034  2.561553
smallest gap between consecutive steps (t): 0.258777
x^2 - chi_2, coefficients (powers of t): 0.0000  1.0000  2.0000
squared norms: x^2, chi_2, difference (t^4): 8.000000  2.000000  6.000000
chi_3 at the zeros of chi_4 (t^3): -1.561553  1.236068  -3.236068  2.561553
values after appending a fifth vector (t): -1.561553  -0.618034  1.000000  1.618034  2.561553
norm of (A-0)chi_4(A)v (t^5): 0.000000
norm of (A-1)chi_4(A)v (t^5): 0.000000
weak coupling 0.1 (t): lower gap 9.901951e-03 (t), gap/delta^2 0.990195 (1/t)
weak coupling 0.01 (t): lower gap 9.999000e-05 (t), gap/delta^2 0.999900 (1/t)
```
